# The Sauer-Freise Formula and Its Independence of the Coordinate Origin

## 1. A profile without an origin

Two bars of different composition are joined at a flat face and annealed. Afterwards the couple is cut open, and its composition is measured point by point along the diffusion direction. The result is a smooth profile between two plateaus. Its horizontal axis is a stage reading, whose zero has nothing to do with the specimen, and the original contact plane may have left no visible trace.

The profile should still determine the interdiffusivity \(D\) at each composition, because atoms do not know where the stage was set to zero. The task is to find an expression for \(D\) that needs no origin, and to allow for a molar volume that changes with composition.

## 2. Conventions and the definition of D

Let \(N\) be the mole fraction of B, with \(N\to N^-\) far to the left and \(N\to N^+\) far to the right. Let \(V(N)\) be the molar volume and \(c=1/V\) the total concentration, so that \(c_B=cN\). The molar fluxes \(J_A,J_B\) are positive towards \(+x\), and \(J=J_A+J_B\).

The assumptions are these. The couple is a single phase and starts as a sharp step at \(t=0\). Flow is one-dimensional, and volume changes are taken up along \(x\). \(D>0\) and \(V\) depend on composition only, and diffusion has not reached the specimen ends.

The interdiffusivity is defined by

\[
J_B-NJ=-\frac{D}{V}\frac{\partial N}{\partial x}. \tag{1}
\]

The left side does not depend on the motion of the observer. A change of frame that adds a velocity \(u\) to all matter adds \(ucN\) to \(J_B\) and \(uc\) to \(J\), and these additions cancel.

**Relation to Fick's law.** Fick's law is often written for \(c_B\) in the volume-fixed frame, where \(V_AJ_A^v+V_BJ_B^v=0\). The partial molar volumes follow from differentiating the volume \((n_A+n_B)V(N)\) with respect to \(n_A\) and \(n_B\):

\[
V_A=V-NV',\qquad V_B=V+(1-N)V',
\]

with \(V'=dV/dN\). They satisfy \((1-N)V_A+NV_B=V\). Evaluate the left side of (1) in this frame, using \(J_A^v=-(V_B/V_A)J_B^v\):

\[
(1-N)J_B^v-NJ_A^v=\frac{(1-N)V_A+NV_B}{V_A}J_B^v=\frac{V}{V_A}J_B^v .
\]

Hence \(J_B^v=-(DV_A/V^2)\,\partial N/\partial x\). On the other hand,

\[
\frac{\partial c_B}{\partial x}=\frac{d}{dN}\!\left(\frac NV\right)\frac{\partial N}{\partial x}
=\frac{V-NV'}{V^2}\frac{\partial N}{\partial x}=\frac{V_A}{V^2}\frac{\partial N}{\partial x},
\]

so \(J_B^v=-D\,\partial c_B/\partial x\). The two definitions give the same \(D\), also when \(V(N)\) is not linear.

## 3. Normalized composition and its two fluxes

Define

\[
Y=\frac{N-N^-}{\Delta N},\qquad \Delta N=N^+-N^- .
\]

\(Y\) runs from 0 on the left to 1 on the right, whichever side is richer in B. One may regard the material at any point as a mixture of the two end alloys: \(cY\) is the concentration of the right-hand alloy and \(c(1-Y)\) that of the left-hand alloy. Their fluxes are

\[
Q=\frac{J_B-N^-J}{\Delta N},\qquad R=J-Q .
\]

Conservation of all atoms and of B reads \(\partial c/\partial t=-\partial J/\partial x\) and \(\partial(cN)/\partial t=-\partial J_B/\partial x\). Subtracting \(N^-\) times the first from the second and dividing by \(\Delta N\) gives the first equation below. Subtracting that from the conservation of all atoms gives the second:

\[
\frac{\partial (cY)}{\partial t}=-\frac{\partial Q}{\partial x},\qquad
\frac{\partial [c(1-Y)]}{\partial t}=-\frac{\partial R}{\partial x}. \tag{2}
\]

To express (1) in these fluxes, insert \(J_B=N^-J+\Delta N\,Q\) and \(N=N^-+\Delta N\,Y\). The terms \(N^-J\) cancel:

\[
J_B-NJ=\Delta N\,(Q-YJ)=\Delta N\,[(1-Y)Q-YR].
\]

Since \(\partial N/\partial x=\Delta N\,\partial Y/\partial x\), the factor \(\Delta N\) drops out and

\[
(1-Y)Q-YR=-\frac DV\frac{\partial Y}{\partial x}. \tag{3}
\]

## 4. Why the profile scales with the square root of time

Label planes by the number of moles \(m\) per unit area between them and the plane that started at the contact. Let each plane move so that no net number of atoms crosses it. The flux of B through such a plane is \(J_B-NJ\), and at fixed time \(dm=dx/V\). Conservation of B between two planes, with (1), gives

\[
\left.\frac{\partial N}{\partial t}\right|_m=\frac{\partial}{\partial m}\!\left(\frac{D}{V^2}\frac{\partial N}{\partial m}\right).
\]

Replacing \(m\) by \(sm\) and \(t\) by \(s^2t\) leaves this equation, the initial step at \(m=0\) and the end compositions unchanged. The diffusion problem has one solution, so \(N\) depends on \(m/\sqrt t\) alone. Now measure \(x\) from the plane \(m=0\). Then \(x=\int_0^m V\,dm'\), and division by \(\sqrt t\) shows that \(x/\sqrt t\) is a function of \(m/\sqrt t\). Therefore \(N\) depends on \(x/\sqrt t\) alone.

For any function \(F(x/\sqrt t)\), the chain rule gives \(\partial F/\partial t=-(x/2t)\,\partial F/\partial x\). Applied to (2), this yields

\[
\frac{\partial Q}{\partial x}=\frac{x}{2t}\frac{\partial(cY)}{\partial x},\qquad
\frac{\partial R}{\partial x}=\frac{x}{2t}\frac{\partial[c(1-Y)]}{\partial x}. \tag{4}
\]

At this stage the origin of \(x\) still matters.

## 5. Two one-sided integrals

Far to the left \(Y=0\) and the gradient vanishes, so (3) gives \(Q(-\infty)=0\). Far to the right \(Y=1\), and (3) gives \(R(+\infty)=0\). Each alloy has zero flux at the end where it is absent. The total flux \(J\) may differ from zero at the ends, and it cannot vanish at both if the couple swells or shrinks.

Each flux is therefore integrated from its own side. A star marks values at the chosen point \(x^*\). Integration by parts of the first equation in (4) gives

\[
Q^*=\frac1{2t}\int_{-\infty}^{x^*}x\,\frac{\partial(cY)}{\partial x}\,dx
=\frac1{2t}\left[x^*c^*Y^*-I_L\right],\qquad I_L=\int_{-\infty}^{x^*}\frac YV\,dx . \tag{5}
\]

The boundary term at \(-\infty\) vanishes because the diffusion tail of \(Y\) falls off faster than \(1/|x|\). For the other flux,

\[
0-R^*=\frac1{2t}\int_{x^*}^{\infty}x\,\frac{\partial[c(1-Y)]}{\partial x}\,dx
=\frac1{2t}\left[-x^*c^*(1-Y^*)-I_R\right],
\]

and so

\[
R^*=\frac1{2t}\left[x^*c^*(1-Y^*)+I_R\right],\qquad I_R=\int_{x^*}^{\infty}\frac{1-Y}{V}\,dx . \tag{6}
\]

Now form the combination on the left of (3):

\[
(1-Y^*)Q^*-Y^*R^*=\frac1{2t}\Big[x^*c^*Y^*(1-Y^*)-(1-Y^*)I_L-x^*c^*Y^*(1-Y^*)-Y^*I_R\Big].
\]

The two terms containing \(x^*\) cancel. What remains is negative, as is the right side of (3), and solving for \(D\) gives the Sauer-Freise formula:

\[
\boxed{\,D(x^*)=\frac{V^*}{2t\,(\partial Y/\partial x)^*}\left[(1-Y^*)\int_{-\infty}^{x^*}\frac YV\,dx+Y^*\int_{x^*}^{\infty}\frac{1-Y}{V}\,dx\right]} \tag{7}
\]

**A check by hand.** Let \(V\) and \(D\) be constant. Then \(Y=\tfrac12\,\mathrm{erfc}\!\left(-x/2\sqrt{Dt}\right)\). At \(x^*=0\) we have \(Y^*=\tfrac12\), the slope is \(1/(2\sqrt{\pi Dt})\), and \(\int_{-\infty}^0Y\,dx=\int_0^\infty(1-Y)\,dx=\sqrt{Dt/\pi}\). The formula gives

\[
\frac{2\sqrt{\pi Dt}}{2t}\left[\tfrac12+\tfrac12\right]\sqrt{\frac{Dt}{\pi}}=\frac{2Dt}{2t}=D .
\]

## 6. Translation of the measured coordinate

Let the instrument report \(\hat x=x+a\). The measured functions are \(\hat Y(\hat x)=Y(\hat x-a)\) and \(\hat V(\hat x)=V(\hat x-a)\), and the point of interest is now at \(\hat x^*=x^*+a\). Each ingredient of (7) is compared in turn.

- The local values agree: \(\hat Y(\hat x^*)=Y^*\) and \(\hat V(\hat x^*)=V^*\).
- The slope agrees, because \(d(\hat x-a)/d\hat x=1\).
- The left integral agrees. With \(\hat x=x+a\) and \(d\hat x=dx\),

\[
\int_{-\infty}^{x^*+a}\frac{\hat Y(\hat x)}{\hat V(\hat x)}\,d\hat x=\int_{-\infty}^{x^*}\frac{Y(x)}{V(x)}\,dx .
\]

- The right integral agrees by the same substitution.

Hence \(\hat D(\hat x^*)=D(x^*)\): the same composition receives the same interdiffusivity. In practice the integrals have finite limits on the plateaus, and after a displacement the limits must still lie on the plateaus.

The derivation used an origin at a particular plane, but (7) uses one profile at one time. The displacement \(a\) may therefore be unknown, and different for every anneal.

The one-sided expressions (5) and (6) are not invariant separately. Putting \(x^*+a\) in place of \(x^*\) adds \(ac^*Y^*/2t\) to the first and \(ac^*(1-Y^*)/2t\) to the second. In the combination these contribute

\[
(1-Y^*)\frac{ac^*Y^*}{2t}-Y^*\frac{ac^*(1-Y^*)}{2t}=0 .
\]

The weights \(1-Y^*\) and \(Y^*\) thus remove the origin.

**Reversal and stretching.** If the specimen is scanned from the other end, \(x\to-x\) and \(Y\to1-Y\). The slope of the new \(Y\) is again positive, the two integrals change places, and so do their weights, so \(D\) is unchanged. A faulty length scale is different. If every distance is multiplied by \(s\), the integrals grow by \(s\) and the slope falls by \(1/s\), so \(D\) is multiplied by \(s^2\).

## 7. Comparison with an integral that needs an origin

Take constant partial volumes. Fick's law in the volume-fixed frame then gives \(\partial c_B/\partial t=\partial(D\,\partial c_B/\partial x)/\partial x\), with \(x\) measured from the initial position of the contact, which is a fixed point in this frame. This equation has the same scaling in \(x/\sqrt t\), so one integration from the left gives the Boltzmann-Matano result

\[
D^*=-\frac{1}{2t\,(\partial c_B/\partial x)^*}\int_{c_B^-}^{c_B^*}x\,dc_B .
\]

If the coordinate is wrong by \(a\), replacing \(x\) by \(x+a\) changes the result by

\[
\delta D=-\frac{a\,(c_B^*-c_B^-)}{2t\,(\partial c_B/\partial x)^*}. \tag{8}
\]

Integration from the right would give \(D^*=(1/2t)\int_{c_B^*}^{c_B^+}x\,dc_B\big/(\partial c_B/\partial x)^*\), whose error has the opposite sign and is proportional to \(c_B^+-c_B^*\). For constant \(V\), weighting the left result by \(1-Y^*\) and the right result by \(Y^*\) cancels the errors and reproduces (7).

## 8. A worked couple

The model couple has \(N^-=0.10\), \(N^+=0.70\) and \(D=0.01\,e^{1.5N}\) µm²/s. The partial molar volumes are 7 and 10 cm³/mol, so \(V=7(1-N)+10N\) cm³/mol. The time is \(t=3.6\times10^5\) s. The profile was obtained by solving the time-dependent Fick equation from the initial step, without assuming similarity, and then inverted with (7).

At \(N=0.4\), \(Y^*=(0.4-0.1)/0.6=0.5\) and \(V^*=8.2\) cm³/mol. The profile gives a slope of 0.003493 µm⁻¹, \(I_L=5.221\) mol/m² and \(I_R=5.955\) mol/m². The bracket in (7) is

\[
0.5\times5.221+0.5\times5.955=5.588\ \text{mol/m}^2 .
\]

Since 1 cm³/mol times 1 mol/m² is 1 µm, multiplication by \(V^*\) gives 45.82 µm. The denominator is \(7.2\times10^5\times0.003493=2515\) s/µm. Therefore

\[
D=\frac{45.82}{2515}=0.0182\ \text{µm}^2/\text{s}=1.82\times10^{-14}\ \text{m}^2/\text{s},
\]

which agrees with the input \(0.01\,e^{0.6}\) µm²/s. At \(N=0.2\) and 0.6 the inversion gives 0.0135 and 0.0246 µm²/s, again equal to the input at this precision.

**The fluxes.** In the volume-fixed frame the point lies at \(x^*=4.04\) µm from the initial position of the contact. This origin differs from the plane \(m=0\) of Section 4, which moves in this frame. The profile scales with \(x/\sqrt t\) about the fixed origin too (Section 7), so (4) to (6) also hold with it and give the fluxes in the volume-fixed frame. Here \(x^*c^*Y^*=4.04\times0.5/8.2=0.246\) mol/m². Equations (5) and (6) give

\[
Q^*=\frac{0.246-5.221}{7.2\times10^5}=-6.91\times10^{-6},\qquad
R^*=\frac{0.246+5.955}{7.2\times10^5}=8.61\times10^{-6}
\]

in mol/(m² s). Both agree with the values computed directly from Fick's law. The right-hand alloy moves left and the left-hand alloy moves right. Their sum is \(J=1.70\times10^{-6}\) mol/(m² s), which is not zero: in the volume-fixed frame the smaller A atoms must cross in greater number to balance the volume of the B atoms.

**Displacement.** The profile was sampled again at other points and read on coordinates displaced by 10 and by 1000 µm. The point \(N=0.4\) moved to 14.04 and 1004.04 µm, while \(D\) stayed at 0.0182 µm²/s. The Boltzmann-Matano integral from the left, with its origin wrong by 10 µm, gives 0.0160 µm²/s. Equation (8) predicts this error of \(-0.0022\) µm²/s, or \(-12\) % of the correct value. At \(N=0.6\) the error is \(-0.0076\) µm²/s, or \(-31\) %, because \(c_B^*-c_B^-\) is larger and the slope is smaller.

**Molar volume.** If \(V\) is wrongly taken as constant, \(D\) changes by \(+4.8\) %, \(+0.4\) % and \(-3.3\) % at \(N=0.2\), 0.4 and 0.6. The signs can be traced in (7), where the integrals carry the factor \(V^*/V\). In this couple that factor exceeds 1 on the left of \(x^*\) and is below 1 on the right. Setting it to 1 therefore lowers the left term and raises the right term. At \(N=0.2\) the right term supplies \(0.1667\times14.57=2.43\) of the total 3.34 mol/m², and its integral covers volumes from 7.6 to 9.1 cm³/mol, against 7.3 to 7.6 for the left one. The right term is thus both larger and more strongly altered, and the net change is upward. At \(N=0.6\) the left term supplies 2.50 of 3.67 mol/m², its integral now covers the wider range of volumes (7.3 to 8.8 cm³/mol), and the net change is downward.

**A nonlinear volume.** A second couple has \(V=7(1-N)+10N-2N(1-N)\) cm³/mol and the same \(D(N)\). It was solved in the mole coordinate of Section 4, and \(x\) was then measured from the left end of the specimen, which holds 120 mol/m² of atoms to the left of the plane \(m=0\). The point \(N=0.4\) lies at 854 µm on that axis. The inversion returns 0.0135, 0.0182 and 0.0246 µm²/s at the three compositions, as for the first couple.

## 9. Where the inversion becomes unreliable

**Near the plateaus.** As \(Y^*\to0\) or \(Y^*\to1\), both the bracket and the slope in (7) tend to zero, so (7) gives \(D\) at an end composition only as a limit. Suppose the left plateau is read too high by a small amount \(\varepsilon\) in \(Y\) over a length \(\ell\) to the left of \(x^*\), while \(Y^*\) itself is read correctly. This adds about \((1-Y^*)\varepsilon\ell/V^-\) to the bracket, where \(V^-=V(N^-)\). If instead \(N^-\) is taken too low, \(Y^*\) also rises by about \(\varepsilon\) near the left plateau, and the right term gains about \(\varepsilon I_R\) as well. That addition stays finite as \(Y^*\to0\) while the true bracket vanishes, so the relative error grows without limit.

**Short scans.** Both integrands are non-negative, since \(0\le Y\le1\). If the end compositions are known but the scan stops before the plateaus, the missing area makes \(D\) too small. For the first couple, a scan limited to \(\pm150\) µm gives 0.0160 µm²/s at \(N=0.4\), which is 12 % below the value from the full profile. This does not contradict translation invariance: the specimen has been cut off, not displaced. Keeping the same numerical limits after a displacement has a similar effect if they then cut off part of the diffusion zone.

**Loss of similarity.** Equation (4) fails if the initial step was not sharp on the scale of the diffusion zone, if diffusion has reached an end of the specimen, or if \(D\) changes with time at fixed composition. Formula (7) will still return a number, but that number need not be the interdiffusivity. Two anneals of different duration provide a check: with a suitable displacement of each, the profiles must coincide when plotted against \(x/\sqrt t\). In the first couple, the profiles at \(t/4\) and \(t\) coincide to about \(10^{-5}\) in \(N\), and both return the same \(D\) to the digits quoted here. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
End mole fractions: 0.10 and 0.70
D(N) = 0.01 exp(1.5 N) um^2/s
Partial molar volumes A, B: 7.0, 10.0 cm^3/mol
Time: 360000 s; grid: 1200 cells of 1.50 um
N=0.2: Y=0.1667, x=-96.40 um, V=7.600 cm^3/mol
  dY/dx=0.002613 1/um, left integral=1.0961 mol/m^2, right integral=14.5717 mol/m^2
  D formula=0.013498 um^2/s, D input=0.013499 um^2/s, D at quarter time=0.013497 um^2/s
N=0.4: Y=0.5000, x=4.04 um, V=8.200 cm^3/mol
  dY/dx=0.003493 1/um, left integral=5.2206 mol/m^2, right integral=5.9547 mol/m^2
  D formula=0.018220 um^2/s, D input=0.018221 um^2/s, D at quarter time=0.018217 um^2/s
N=0.6: Y=0.8333, x=126.11 um, V=8.800 cm^3/mol
  dY/dx=0.001825 1/um, left integral=14.9880 mol/m^2, right integral=1.4085 mol/m^2
  D formula=0.024595 um^2/s, D input=0.024596 um^2/s, D at quarter time=0.024594 um^2/s
Main result, D at N=0.4: 1.8220e-14 m^2/s
Largest mismatch in N after sqrt(t) scaling: 1.4e-05
N=0.4: Q integral=-6.9088e-06, Q Fick=-6.9092e-06 mol/(m^2 s)
N=0.4: R integral=8.6124e-06, R Fick=8.6128e-06 mol/(m^2 s)
Shift 10 um, N=0.4: x=14.04 um, D=0.018220 um^2/s
Shift 1000 um, N=0.4: x=1004.04 um, D=0.018220 um^2/s
Matano, origin error 0 um, N=0.2: D=0.013498 um^2/s, predicted error=-0.000000 um^2/s
Matano, origin error 0 um, N=0.4: D=0.018220 um^2/s, predicted error=-0.000000 um^2/s
Matano, origin error 0 um, N=0.6: D=0.024595 um^2/s, predicted error=-0.000000 um^2/s
Matano, origin error 10 um, N=0.2: D=0.012576 um^2/s, predicted error=-0.000922 um^2/s
Matano, origin error 10 um, N=0.4: D=0.015987 um^2/s, predicted error=-0.002233 um^2/s
Matano, origin error 10 um, N=0.6: D=0.016949 um^2/s, predicted error=-0.007647 um^2/s
Constant molar volume assumed, N=0.2: D=0.014148 um^2/s, change=4.81 %
Constant molar volume assumed, N=0.4: D=0.018298 um^2/s, change=0.43 %
Constant molar volume assumed, N=0.6: D=0.023774 um^2/s, change=-3.34 %
Scan cut at +-150 um, N=0.4: D=0.016012 um^2/s, change=-12.12 %
Second couple: V = 7(1-N) + 10N - 2N(1-N) cm^3/mol
  N=0.2: x=753.02 um from left end, D=0.013498 um^2/s
  N=0.4: x=853.52 um from left end, D=0.018220 um^2/s
  N=0.6: x=975.99 um from left end, D=0.024596 um^2/s
```
